# Fixed-Pivot Coagulation: Conserving Weights and the Error They Leave

## The particle that fits no bin

Downstream of the hot zone in a silane reactor, silicon that has condensed in the gas forms particles about a nanometre across. They collide, stick and grow. Whether they follow the gas out or reach the wafer depends on their size, so a reactor model needs the size distribution as well as the total amount of condensed silicon.

Following every possible size is expensive. A particle 100 nm across contains a million times the volume of a 1 nm particle, and each multiple of the small volume would need its own equation. A sectional method keeps a short list of representative volumes, the pivots

$$x_1<x_2<\dots<x_M .$$

Collisions do not respect this list. On the doubling grid $1,2,4,8,16,\dots$, particles of volumes 2 and 8 form one of volume 10, which has no bin. Placing it on pivot 8 loses volume; placing it on 16 creates volume. The remedy is to share it between the two.

We assume constant material density, so that volume measures mass, and that every collision produces one particle. The concentration on pivot $k$ is $N_k$, and the moments are

$$M_p=\sum_k x_k^pN_k .$$

$M_0$ is the particle concentration and $M_1$ the particle volume per volume of gas.

One point about conservation must be fixed first. Coagulation does not conserve $M_0$: two particles disappear and one appears. What the sharing can preserve is the count of the new particle, so that each event lowers the total by one. The mass, in contrast, is constant.

## The two weights

Let the new volume be $v=x_i+x_j$, with $x_l\le v\le x_{l+1}$. Put $a$ particles on $x_l$ and $b$ on $x_{l+1}$. They must count as one particle and carry the volume $v$:

$$a+b=1,\qquad a\,x_l+b\,x_{l+1}=v. \tag{1}$$

Insert $a=1-b$ into the second condition:

$$x_l+b(x_{l+1}-x_l)=v .$$

The pivots are distinct, so we may divide by their separation:

$$b=\frac{v-x_l}{x_{l+1}-x_l},\qquad
a=1-b=\frac{x_{l+1}-v}{x_{l+1}-x_l}. \tag{2}$$

The solution is unique, and both weights lie between 0 and 1. A volume that falls on a pivot goes there whole. The fractions are shares of a concentration, or of many like events; no particle is physically cut.

For the collision $2+8$, the pivots are 8 and 16:

$$a=\frac{16-10}{8}=0.75,\qquad b=\frac{10-8}{8}=0.25 .$$

The volume is $0.75\times8+0.25\times16=10$, as required.

Above the last pivot there is no upper neighbour. For $v>x_M$ we put $v/x_M$ particles on $x_M$. This keeps the volume, but counts more than one particle. The last pivot must therefore lie so high that it stays nearly empty.

## The rate equations and their moments

Let $\beta_{ij}=\beta_{ji}$ be the collision kernel: $\beta_{ij}N_iN_j$ is the event rate per gas volume for $i\ne j$. Within one bin, each pair may be counted once, so the rate is $\tfrac12\beta_{ii}N_i^2$. A double sum over all $i,j$ counts each unequal pair twice, and a common factor $\tfrac12$ gives the right rate in both cases.

Let $w_k(v)$ be the share of a new particle assigned to pivot $k$: $a$ for $k=l$, $b$ for $k=l+1$, zero otherwise. Then

$$\frac{dN_k}{dt}=\frac12\sum_{i,j}w_k(x_i+x_j)\beta_{ij}N_iN_j
-N_k\sum_j\beta_{kj}N_j. \tag{3}$$

The loss term has no $\tfrac12$. An event between unequal particles removes one from bin $k$; an event within bin $k$ removes two, at half the rate.

In the moment equations below, events beyond $x_M$ are taken to be negligible. Sum (3) over $k$. Since $\sum_kw_k=1$, the gain is half the loss:

$$\frac{dM_0}{dt}=-\frac12\sum_{i,j}\beta_{ij}N_iN_j. \tag{4}$$

Now multiply (3) by $x_k$ before summing. Since $\sum_kx_kw_k=x_i+x_j$,

$$\frac{dM_1}{dt}=\frac12\sum_{i,j}(x_i+x_j)\beta_{ij}N_iN_j
-\sum_{i,j}x_i\beta_{ij}N_iN_j=0. \tag{5}$$

The last step exchanges the labels $i$ and $j$ in half of the first sum, which is allowed because $\beta_{ij}$ is symmetric.

Equation (5) survives time stepping by an explicit Runge–Kutta method. Every stage rate has zero total volume, and the step adds a linear combination of such rates. In the three two-weight silicon runs tabulated below, the relative mass drift was below $10^{-15}$.

### When the particle number is also right in time

Equation (4) has the correct form on any grid, but this does not make $M_0(t)$ correct. Its right-hand side depends on the distribution, which the grid distorts. Some simple kernels escape this feedback; here are two.

For constant $\beta$, the double sum is $\beta M_0^2$. Hence

$$\frac{d}{dt}\frac1{M_0}=\frac{\beta}{2},\qquad
M_0(t)=\frac{N_0}{1+\beta N_0t/2},$$

where $N_0$ is the initial concentration. For $\beta_{ij}=c(x_i+x_j)$, the sum is $2cM_0M_1$. Since $M_1$ is constant, $M_0(t)=N_0e^{-cM_1t}$.

A grid of 15 pivots with ratio 2 was started with all particles on the first pivot. At $\beta N_0t=40$ the constant kernel gave $N/N_0=0.0476190$, equal to $1/21$ to the digits shown. At $cM_1t=1.5$ the sum kernel gave $0.2231302$, equal to $e^{-1.5}$. The spacing is coarse in both cases, yet the number is right.

## What the split costs

Two conditions fix two weights, so nothing remains to control the second moment. Define the excess created by assigning one particle:

$$E=a x_l^2+b x_{l+1}^2-v^2 .$$

Write $h=x_{l+1}-x_l$ and insert (2):

$$\begin{aligned}
a x_l^2+b x_{l+1}^2
&=\frac{v(x_{l+1}^2-x_l^2)-x_lx_{l+1}(x_{l+1}-x_l)}{h}\\
&=v(x_l+x_{l+1})-x_lx_{l+1}.
\end{aligned}$$

Subtracting $v^2$ and factoring gives

$$E=(v-x_l)(x_{l+1}-v)\ge0. \tag{6}$$

In the example, the split has second moment $0.75\times64+0.25\times256=112$, against $100$ for the true particle. The excess is $(10-8)(16-10)=12$.

To see how this enters the evolution, multiply (3) by $x_k^2$ and sum. The gain contains $(x_i+x_j)^2+E_{ij}$; the loss, made symmetric in its labels, contains $x_i^2+x_j^2$. Therefore

$$\frac{dM_2}{dt}=\frac12\sum_{i,j}\beta_{ij}N_iN_j
\left(2x_ix_j+E_{ij}\right). \tag{7}$$

The first term is physical growth. The second is numerical broadening: for given $N_k$, the method produces second moment too fast, or at the right rate if every new volume hits a pivot.

### Why the neighbours are the best choice for a single event

Could pivots farther away reduce the excess? Take any non-negative weights $w_k$ on the whole grid with $\sum_kw_k=1$ and $\sum_kw_kx_k=v$. No pivot lies between $x_l$ and $x_{l+1}$, so $(x_k-x_l)(x_k-x_{l+1})\ge0$ for every $k$. Averaging with the weights gives

$$\sum_kw_kx_k^2-(x_l+x_{l+1})v+x_lx_{l+1}\ge0 .$$

Subtract $v^2$ from the second moment:

$$\sum_kw_kx_k^2-v^2\ge(v-x_l)(x_{l+1}-v).$$

The right-hand side is (6). The neighbouring pair thus has the smallest possible excess. It also follows that no non-negative assignment can conserve number, mass and second moment together when $v$ lies strictly between pivots. The bound applies when each event is assigned on its own, and the remaining error is then reduced by refining the grid. A scheme that first pools all births near a pivot, and shares out the pooled number and volume, keeps both totals without matching $v$ event by event, so it is not subject to the bound. This cell-average variant brings the error of $M_2/M_1$ in the silicon example below from $+40\%$ to about $-2\%$ on the same grid with ratio 2.

### How the error depends on spacing

Let the grid be geometric, $x_{l+1}=r x_l$, and set $u=v/x_l$. The excess relative to the particle's own $v^2$ is

$$\frac{E}{v^2}=\frac{(u-1)(r-u)}{u^2}
=-1+\frac{r+1}{u}-\frac r{u^2}.$$

As a function of $1/u$ this is a downward parabola. Its maximum is at $1/u=(r+1)/(2r)$, where

$$\left(\frac{E}{v^2}\right)_{\max}
=\frac{(r+1)^2}{4r}-1=\frac{(r-1)^2}{4r}. \tag{8}$$

This is $12.5\%$ for $r=2$, $3.0\%$ for $r=\sqrt2$ and $0.75\%$ for $r=2^{1/4}$. It is second order in the spacing.

Equation (8) does not bound the error of $M_2(t)$, because (7) compares $E$ with the growth $2x_ix_j$, which may be much smaller than $v^2$. Suppose a large particle on $x_l$ takes up a small one with $x_j<h$. Then $v-x_l=x_j$, and

$$\frac{E}{2x_lx_j}=\frac{x_j(h-x_j)}{2x_lx_j}
=\frac{h-x_j}{2x_l}\longrightarrow\frac{r-1}{2}
\quad(x_j/h\to0). \tag{9}$$

This is first order, and reaches $50\%$ for $r=2$. Growth by scavenging of very small particles is therefore the difficult limit. If such events supply a share of the growth that itself shrinks in proportion to $h$, their total contribution is again second order. If they dominate at every practical spacing, second-order convergence should not be expected.

## The algorithm

1. Choose the pivots, with $x_1$ the smallest particle and $x_M$ well above the largest expected size.
2. For every pair $(i,j)$, find $l$ and store $a$ and $b$. Treat $v>x_M$ by the last-pivot rule.
3. At each evaluation, form $R_{ij}=\tfrac12\beta_{ij}N_iN_j$ for all ordered pairs.
4. Add $aR_{ij}$ to bin $l$ and $bR_{ij}$ to bin $l+1$; then subtract $N_k\sum_j\beta_{kj}N_j$ from each bin $k$.
5. Monitor the volume on the last pivot and repeat the run on a finer grid.

The tables in step 2 depend on the grid alone and are computed once. Each evaluation costs of order $M^2$ operations.

## Silicon particles in hydrogen

Take spherical silicon particles of density $2.33\ \mathrm{g/cm^3}$ in hydrogen at 1000 K and 100 Torr. At the start all have diameter $d_0=1$ nm and volume $v_0=0.524\ \mathrm{nm^3}$, about 26 atoms at bulk density. Their concentration is $10^{12}\ \mathrm{cm^{-3}}$, and they remain in the gas for 50 ms. Colliding particles stick and coalesce into spheres at once.

### The collision kernel

The particles are taken to move in straight lines during their final approach to each other, over a distance of many particle radii. Each velocity component of particle $i$ is Gaussian with variance $kT/m_i$. For independent particles the variances add, so each component of the relative velocity has variance $\sigma^2=kT(1/m_i+1/m_j)$. The mean relative speed is

$$\bar g=\frac{4\pi}{(2\pi\sigma^2)^{3/2}}
\int_0^\infty g^3e^{-g^2/2\sigma^2}\,dg
=\frac{4\pi\,(2\sigma^4)}{(2\pi\sigma^2)^{3/2}}
=\sqrt{\frac8\pi}\,\sigma .$$

Spheres of radii $r_i$ and $r_j$ touch if their centres approach within $r_i+r_j$. Hence

$$\beta_{ij}=\pi(r_i+r_j)^2
\sqrt{\frac{8kT}{\pi}\left(\frac1{m_i}+\frac1{m_j}\right)}. \tag{10}$$

A primary particle has mass $1.22\times10^{-24}$ kg. Two primaries have $\bar g\approx240$ m/s and cross-section $\pi d_0^2=3.14\times10^{-18}\ \mathrm{m^2}$. Their product is $\beta_{11}=7.54\times10^{-16}\ \mathrm{m^3/s}$, or $7.54\times10^{-10}\ \mathrm{cm^3/s}$. At this fixed kernel the number would halve in $2/(\beta_{11}N_0)=2.65$ ms. The residence time covers many such intervals.

### Grid error

The reference solves the discrete coagulation equation for every multiple of $v_0$ up to $600v_0$, without sharing particles between bins. It is a reference for this coagulation model, not for a reactor. It gives $N=2.985\times10^{10}\ \mathrm{cm^{-3}}$. The mean particle volume is $10^{12}/(2.985\times10^{10})=33.5\,v_0$, and the diameter of that volume is $33.5^{1/3}d_0=3.22$ nm. The mass-weighted mean volume $M_2/M_1$ is $71.0v_0$.

With the kernel, start and residence time fixed, the fixed-pivot errors relative to this reference are:

| Ratio $r$ | Pivots | Error in $N$ | Error in $M_2/M_1$ |
|---|---:|---:|---:|
| $2$ | 15 | $-0.97\%$ | $+40.3\%$ |
| $2^{1/2}$ | 29 | $-0.22\%$ | $+9.4\%$ |
| $2^{1/4}$ | 57 | $-0.06\%$ | $+2.2\%$ |

The coarsest grid is adequate for the diameter of the mean volume, which varies as $N^{-1/3}$ and is wrong by only $0.3\%$. It is poor for the large-particle side of the distribution. A good particle count is therefore no evidence of a good distribution.

Halving $\ln r$ reduces the second-moment error by factors 4.31 and 4.19, close to the factor 4 of a second-order method. This permits an extrapolation from the two finer grids:

$$72.6-\frac{77.7-72.6}{3}=70.9 ,$$

in units of $v_0$. It differs from the reference by about $0.1\%$. The step assumes the observed second-order behaviour and should be checked on three grids in a new problem.

The number errors in the table are negative: by 50 ms the sectional runs have lost slightly too many particles.

### Giving up one of the two conditions

On the grid with $r=\sqrt2$, two simpler rules were run with all else unchanged. One puts one whole particle on the lower pivot. It preserves the event count but discards $v-x_l$, and after 50 ms only $43\%$ of the mass remains. The other puts $v/x_l$ particles there. It preserves mass but creates $v/x_l-1$ surplus particles per event, and the final number is $28\%$ above the reference. The two-weight rule on the same grid keeps the mass to rounding error and misses the number by $0.2\%$.

## Model error beside grid error

A fine grid does not repair missing physics. The following changes are measured against the example on the finest grid.

**Attractive forces.** Suppose attraction doubles every collision rate, a rough assumption. The final number falls to 0.44 of its former value. A scaling argument explains the size of this change. If the kernel has degree $\lambda$ in volume and the distribution keeps its shape, then

$$\frac{dM_0}{dt}=-C M_0^2\left(\frac{M_1}{M_0}\right)^\lambda
\quad\Rightarrow\quad M_0\propto (Ct)^{-1/(1-\lambda)}$$

at late times, for $\lambda<1$. Equation (10) has $\lambda=2/3-1/2=1/6$, so doubling $C$ gives $2^{-6/5}=0.435$.

**No coalescence.** If the primaries stay distinct, they form open aggregates. With an assumed fractal dimension 1.8, the collision radius grows as $v^{1/1.8}$ instead of $v^{1/3}$. The larger targets reduce the final number to about 0.08 of the example, about 13 times fewer particles. This kernel grows faster with size ($\lambda=2/1.8-1/2=0.61$) and is more sensitive to the grid: the ratio is 0.068, 0.076, 0.079 and 0.080 for $r=2$, $2^{1/2}$, $2^{1/4}$ and $2^{1/8}$.

**Continuous formation.** If the same total mass enters as primaries at a steady rate over the 50 ms, the final number is 6.4 times larger. Fresh particles then nearly balance those lost by collision. With the kernel held at $\beta_{11}$ and source $S=N_0/(50\ \mathrm{ms})$, the balance $S=\tfrac12\beta_{11}N^2$ gives

$$\frac N{N_0}=\sqrt{\frac{2\times20\ \mathrm{s^{-1}}}{754\ \mathrm{s^{-1}}}}=0.23 .$$

The full calculation gives $6.43\times0.0298=0.19$. The fixed-kernel estimate is thus about $20\%$ too high, but it gives the right size of the effect.

**Surface growth.** Residual silane at 0.01 Torr, with an assumed reactive sticking probability of $10^{-3}$, moves the surface outward at 0.39 nm/s. In 50 ms this adds 0.02 nm to the radius. Integrated over the computed surface area, the added volume is about $5\%$. This first-order estimate is proportional to both assumed inputs.

**Walls.** For absorbing plates a distance $L=4$ cm apart, the slowest diffusion mode $\sin(\pi z/L)$ decays at rate $D(\pi/L)^2$. With $D=kT/f$ and Epstein's drag coefficient $f$ for diffuse reflection, taken here as an input, this rate, applied to the size history of the uniform gas, removes about $6\%$ of the mass. With diffusion and coagulation solved together, a start in this mode loses $7$ to $9\%$, since the dilute particles near the plates stay small and mobile. A uniform initial profile, as in the example, puts more particles close to the plates and loses about $18\%$ of the mass, with the final number about $15\%$ lower. Epstein's formula also neglects the size of the hydrogen molecule, which is not small beside a 1 nm particle; allowing for it raises the drag and lowers the loss, to about $16\%$ for the uniform start if 0.135 nm is added to the particle radius.

**Straight-line motion.** The hydrogen mean free path is about 3 µm, some 2000 times the final mean particle radius. A particle keeps its direction over roughly 3000 of its own radii. The free-molecular kernel is therefore consistent with the chosen pressure for the compact spheres. It is less secure for the open aggregates, whose persistence is roughly 30 radii at the mean size and below 10 at the mass-weighted size.

The temperature, pressure and particle concentration are chosen for illustration. Real particles need not all form at one instant, nor coalesce at once. Relaxing these two assumptions moves the number up by a factor of 6 and down by a factor of 13, respectively, whereas the coarsest grid moves it by $1\%$ in the example (and by about $15\%$ for the aggregates). The predicted $3\times10^{10}\ \mathrm{cm^{-3}}$ is thus a result for burst formation and instant coalescence, not a reactor forecast. Charge, evaporation, thermophoresis and departures of small clusters from bulk density are also left out, and their effects have not been estimated.

For this example, $r=2$ suffices if an error of $1\%$ in particle number is acceptable. If the mass-weighted size matters, $r=2^{1/4}$ brings its error to about $2\%$. The numerical output gives the values behind these comparisons.

## Values computed for the example and the checks

```
Temperature: 1000 K
Hydrogen pressure: 100 Torr
Silicon density: 2.33 g/cm3
Primary diameter: 1 nm
Primary volume: 0.5236 nm3
Silicon atoms per primary particle: 26.16
Initial concentration: 1e+12 cm^-3
Residence time: 50 ms
Kernel, two primaries: 7.5422e-10 cm3/s
Initial number-halving time 2/(beta N0): 2.6517 ms
Collision 2+8 on pivots 8,16: weights 0.7500, 0.2500
  second moment after split: 112 v0^2
  second moment of true particle: 100 v0^2
Constant kernel, beta*N0*t=40: N/N0 sectional 0.0476190, exact 0.0476190
  M2 sectional/exact, grid ratio 2: 1.2482
Sum kernel, c*M1*t=1.5: N/N0 sectional 0.2231302, exact 0.2231302
Relative speed: quadrature 1.842635, formula 1.842635
Reference sizes kept: 600
Reference N: 2.9851e+10 cm^-3
Reference mean-volume diameter: 3.2236 nm
Reference mass-weighted volume M2/M1: 71.038 v0
Grid ratio 2.0000, 15 pivots: N 2.9563e+10 cm^-3 (-0.965 %), M2/M1 99.65 v0 (+40.277 %)
  mass drift 0.0e+00, mean-volume diameter 3.2341 nm
Grid ratio 1.4142, 29 pivots: N 2.9787e+10 cm^-3 (-0.217 %), M2/M1 77.683 v0 (+9.355 %)
  mass drift 6.7e-16, mean-volume diameter 3.2260 nm
Grid ratio 1.1892, 57 pivots: N 2.9834e+10 cm^-3 (-0.060 %), M2/M1 72.625 v0 (+2.234 %)
  mass drift 8.9e-16, mean-volume diameter 3.2243 nm
M2 error reduction per halved log spacing: 4.31, 4.19
Number-only rule, ratio 1.4142: mass left: 42.553 %
Mass-only rule, ratio 1.4142: N error: 28.356 %
Attraction, assumed rate factor: 2
  N relative to example: 0.44137
No coalescence, assumed fractal dimension: 1.8
  N relative to example: 0.076195
Steady release of primaries: N relative to example: 6.4289
Residual silane: 0.01 Torr
Assumed reactive sticking probability: 0.001
  surface growth speed: 0.39231 nm/s
  particle volume added, first order: 4.9175 %
Wall gap: 4 cm
  mass lost to walls, first order: 5.9203 %
Hydrogen mean free path: 3.1973 um
Knudsen number at final mean size: 1983.3
Particle persistence length / radius: 2932.4
```
